# Exact heat currents in harmonic networks and tests of trajectory codes: verification in Python

```python
# RESULT UNDER TEST
# A harmonic network (masses m, stiffness matrix K) with Langevin friction rates g
# and bath temperatures T has a steady covariance S of z = (x, p) that solves
#     A S + S A^T + D = 0,  A = [[0, 1/m], [-K, -g]],  D = diag(0, 2 g m kB T),
# and bath i feeds in the heat current  J_i = g_i (kB T_i - S_pp,ii / m_i).
# The BAOAB integrator with time step h obeys a discrete equation of the same kind,
# which predicts means and sampling errors of a real trajectory code.
# Internal units: mass u, length nm, time ps, temperature K.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov, solve_discrete_lyapunov

ENERGY = sc.atomic_mass * 1e6            # joule per internal energy unit
KB = sc.k / ENERGY
HBAR = sc.hbar / ENERGY * 1e12
NW = ENERGY * 1e12 * 1e9                 # nanowatt per internal power unit
NPM = 1e-24 / sc.atomic_mass             # internal stiffness per N/m


def stiffness(n, bonds, pins):
    K = np.diag(np.array(pins, float))
    for (i, j), k in bonds.items():
        K[i, i] += k
        K[j, j] += k
        K[i, j] -= k
        K[j, i] -= k
    return K


def drift_matrix(m, K, g):
    return np.block([[np.zeros_like(K), np.diag(1 / m)], [-K, -np.diag(g)]])


def steady(m, K, g, T):
    """Covariance and bath currents of the continuous-time steady state."""
    n = len(m)
    D = np.diag(np.concatenate([np.zeros(n), 2 * g * m * KB * T]))
    S = solve_continuous_lyapunov(drift_matrix(m, K, g), -D)
    return S, g * (KB * T - np.diag(S)[n:] / m)


def green(m, K, g, w):
    w = np.atleast_1d(w)[:, None, None]
    return np.linalg.inv(K - w**2 * np.diag(m) - 1j * w * np.diag(m * g))


def transmission(m, K, g):
    """Frequencies, quadrature weights and transmission matrices."""
    poles = np.linalg.eigvals(drift_matrix(m, K, g))
    top = 100 * np.abs(poles).max()
    steps = np.concatenate([[0], 2.0 ** np.arange(-1, 40)])
    edges = [0.0, top]
    for lam in poles[poles.imag >= 0]:
        edges += list(lam.imag + abs(lam.real) * steps)
        edges += list(lam.imag - abs(lam.real) * steps)
    edges = np.unique([e for e in edges if 0 <= e <= top])
    node, weight = np.polynomial.legendre.leggauss(12)
    half = np.diff(edges)[:, None] / 2
    w = (edges[:-1, None] + half * (1 + node)).ravel()
    weight = (half * weight).ravel()
    G = green(m, K, g, w)
    tr = 4 * np.outer(g * m, g * m) * w[:, None, None]**2 * np.abs(G)**2
    return w, weight, tr


def baoab(m, K, g, T, h):
    """Exact steady statistics of the BAOAB integrator at time step h."""
    n = len(m)
    one, zero = np.eye(n), np.zeros((n, n))
    kick = np.block([[one, zero], [-h / 2 * K, one]])
    move = np.block([[one, h / 2 * np.diag(1 / m)], [zero, one]])
    c = np.exp(-g * h)
    damp = np.diag(np.concatenate([np.ones(n), c]))
    noise = np.diag(np.concatenate([np.zeros(n), (1 - c**2) * m * KB * T]))
    between = move @ kick @ kick @ move
    F_mid = between @ damp
    mid = solve_discrete_lyapunov(F_mid, between @ noise @ between.T)
    last = kick @ move
    end = last @ (damp @ mid @ damp + noise) @ last.T
    heat = (1 - c**2) / (2 * h) * (KB * T - np.diag(mid)[n:] / m)
    naive = g * (KB * T - np.diag(end)[n:] / m)
    return dict(F_mid=F_mid, mid=mid, F_end=last @ damp @ move @ kick,
                end=end, heat=heat, naive=naive)


def variance_rate(F, cov, C):
    """(number of samples) x (variance of the mean of z^T C z), long runs."""
    S = solve_discrete_lyapunov(F.T, C)
    return 4 * np.trace(C @ cov @ S @ cov) - 2 * np.trace(C @ cov @ C @ cov)


# ---------- tests on an irregular network with three baths ----------
rng = np.random.default_rng(7)
n = 5
m = rng.uniform(1, 3, n)
K = stiffness(n, {(i, j): rng.uniform(0.2, 1) for i in range(n) for j in range(i)},
              np.full(n, 0.3))
g = np.array([0.3, 0.5, 0.0, 0.8, 0.0])
T = np.array([300.0, 500.0, 0.0, 100.0, 0.0])
S, J = steady(m, K, g, T)
scale = np.abs(J).max()
assert abs(J.sum()) < 1e-9 * scale
xv = S[:n, n:] / m                        # <x_i v_j>
assert np.allclose(xv, -xv.T, atol=1e-9 * np.abs(xv).max())
flow = -K * xv                            # energy current from i to j
assert np.allclose(flow.sum(axis=1) - np.diag(flow), J, atol=1e-9 * scale)
w, weight, tr = transmission(m, K, g)
cond = np.einsum('w,wij->ij', weight, tr) / (2 * np.pi)
J_freq = (KB * cond * (T[:, None] - T[None, :])).sum(axis=1)
network_diff = np.abs(J_freq - J).max() / scale
assert network_diff < 1e-6
G = green(m, K, g, 1.1)[0]
assert np.allclose(G.imag, 1.1 * (G @ np.diag(m * g) @ G.conj().T), atol=1e-10)

T_eq = np.full(n, 300.0)
S_eq, J_eq = steady(m, K, g, T_eq)
gibbs = np.zeros((2 * n, 2 * n))
gibbs[:n, :n] = KB * 300 * np.linalg.inv(K)
gibbs[n:, n:] = KB * 300 * np.diag(m)
assert np.allclose(S_eq, gibbs, atol=1e-9)

h = 0.1
eq = baoab(m, K, g, T_eq, h)
assert np.abs(eq['heat']).max() < 1e-8 * scale
assert np.allclose(eq['naive'], g * KB * 300 * h**2 * np.diag(K) / (4 * m),
                   atol=1e-8 * scale)
coarse, fine = baoab(m, K, g, T, h)['heat'], baoab(m, K, g, T, h / 2)['heat']
assert abs(coarse.sum()) < 1e-8 * scale
order_ratio = np.linalg.norm(coarse - J) / np.linalg.norm(fine - J)
assert 3.6 < order_ratio < 4.4

# ring of three equal masses, one bath: a degenerate mode escapes the bath
ring = stiffness(3, {(0, 1): 1.0, (1, 2): 1.0, (0, 2): 1.0}, np.full(3, 0.5))
ring_rates = np.linalg.eigvals(drift_matrix(np.ones(3), ring, np.array([0.4, 0, 0]))).real
assert abs(ring_rates.max()) < 1e-10
assert np.linalg.eigvals(drift_matrix(m, K, g)).real.max() < -1e-4

# ---------- worked example: taut polyethylene segment, axial motion ----------
MASS, K1, K2 = 14.0, 300.0, 30.0          # u, N/m, N/m (rough typical values)
T_HOT, T_COLD, GAMMA = 350.0, 250.0, 20.0  # K, K, 1/ps


def chain(n, gamma):
    bonds = {(i, i + 1): K1 * NPM for i in range(n - 1)}
    bonds.update({(i, i + 2): K2 * NPM for i in range(n - 2)})
    pins = np.zeros(n)
    pins[[0, -1]] = K1 * NPM
    g, T = np.zeros(n), np.zeros(n)
    g[[0, 1, -2, -1]] = gamma
    T[:2], T[-2:] = T_HOT, T_COLD
    return np.full(n, MASS), stiffness(n, bonds, pins), g, T, bonds


n = 12
m, K, g, T, bonds = chain(n, GAMMA)
S, J = steady(m, K, g, T)
J_exact = J[:2].sum()
profile = np.diag(S)[n:] / (m * KB)
relax = -1 / np.linalg.eigvals(drift_matrix(m, K, g)).real.max()
omega_top = np.sqrt(np.linalg.eigvalsh(K / MASS).max())
cut_bonds = [(i, j, k) for (i, j), k in bonds.items() if i < n // 2 <= j]
J_cut = sum(k * S[i, n + j] / m[j] for i, j, k in cut_bonds)
assert abs(J_cut / J_exact - 1) < 1e-7

w, weight, tr = transmission(m, K, g)
tr_lr = tr[:, :2, -2:].sum(axis=(1, 2))
J_landauer = KB * (T_HOT - T_COLD) * (weight @ tr_lr) / (2 * np.pi)
assert abs(J_landauer / J_exact - 1) < 1e-6


def quantum_current(hot, cold):
    def occupation(temp):
        return 1 / np.expm1(np.minimum(HBAR * w / (KB * temp), 600))
    return weight @ (HBAR * w * tr_lr * (occupation(hot) - occupation(cold))) / (2 * np.pi)


J_quantum = quantum_current(T_HOT, T_COLD)
assert abs(quantum_current(50 * T_HOT, 50 * T_COLD) / (50 * J_exact) - 1) < 2e-3

# ceiling of one fully open quantum branch between the same temperatures
ceiling = np.pi**2 * sc.k**2 * (T_HOT**2 - T_COLD**2) / (6 * sc.h) * 1e9
bose = quad(lambda y: y / np.expm1(y), 0, 60)[0]
by_quad = bose * sc.k**2 * (T_HOT**2 - T_COLD**2) / sc.h * 1e9
assert abs(ceiling / by_quad - 1) < 1e-8

# ---------- BAOAB trajectories of the example ----------
STEP, BURN, KEEP, COPIES = 0.002, 3000, 12000, 600   # ps, steps, steps, copies
bath = np.array([0, 1, n - 2, n - 1])


def trajectories(force, seed):
    """Per-copy time averages: friction-step heat, naive heat, mid-chain current."""
    rng = np.random.default_rng(seed)
    x, p = np.zeros((n, COPIES)), np.zeros((n, COPIES))
    c = np.exp(-GAMMA * STEP)
    kick_size = np.sqrt((1 - c**2) * MASS * KB * T[bath])[:, None]
    sq_mid, sq_end = np.zeros((4, COPIES)), np.zeros((4, COPIES))
    cut = np.zeros(COPIES)
    f = force(x)
    for step in range(BURN + KEEP):
        p += STEP / 2 * f
        x += STEP / (2 * MASS) * p
        pb = p[bath]
        if step >= BURN:
            sq_mid += pb**2
        p[bath] = c * pb + kick_size * rng.standard_normal((4, COPIES))
        x += STEP / (2 * MASS) * p
        f = force(x)
        p += STEP / 2 * f
        if step >= BURN:
            sq_end += p[bath]**2
            for i, j, k in cut_bonds:
                cut += k / (2 * MASS) * (x[i] - x[j]) * (p[i] + p[j])
    kt = KB * T[bath][:, None]
    heat = (1 - c**2) / (2 * STEP) * (kt - sq_mid / (KEEP * MASS))
    naive = GAMMA * (kt - sq_end / (KEEP * MASS))
    return heat, naive, cut / KEEP


def mean_error(samples):
    return samples.mean(), samples.std(ddof=1) / np.sqrt(COPIES)


pred = baoab(m, K, g, T, STEP)
pred_1fs = baoab(m, K, g, T, STEP / 2)
C_heat = np.zeros((2 * n, 2 * n))
coef = (1 - np.exp(-2 * GAMMA * STEP)) / (4 * STEP * MASS)
for i, sign in zip(bath, (-1, -1, 1, 1)):
    C_heat[n + i, n + i] = sign * coef
C_cut = np.zeros((2 * n, 2 * n))
for i, j, k in cut_bonds:
    a, b = np.zeros(2 * n), np.zeros(2 * n)
    a[i], a[j] = 1, -1
    b[n + i], b[n + j] = 1 / m[i], 1 / m[j]
    C_cut += k / 4 * (np.outer(a, b) + np.outer(b, a))
rate_heat = variance_rate(pred['F_mid'], pred['mid'], C_heat)
rate_cut = variance_rate(pred['F_end'], pred['end'], C_cut)
cut_pred = np.trace(C_cut @ pred['end'])
heat_pred = pred['heat'][:2].sum()

heat, naive, cut = trajectories(lambda x: -K @ x, 11)
J_traj, J_traj_err = mean_error((heat[:2].sum(0) - heat[2:].sum(0)) / 2)
hot_naive, hot_naive_err = mean_error(naive[:2].sum(0))
cold_naive, cold_naive_err = mean_error(naive[2:].sum(0))
cut_traj, cut_err = mean_error(cut)
for value, error, expected in (
        (J_traj, J_traj_err, heat_pred),
        (hot_naive, hot_naive_err, pred['naive'][:2].sum()),
        (cold_naive, cold_naive_err, pred['naive'][-2:].sum()),
        (cut_traj, cut_err, cut_pred)):
    assert abs(value - expected) < 4.5 * error
assert hot_naive - J_exact > 5 * hot_naive_err     # the false current is visible
err_heat_pred = np.sqrt(rate_heat / (KEEP * COPIES))
err_cut_pred = np.sqrt(rate_cut / (KEEP * COPIES))
# 600 copies fix a scatter to about 3 %; the finite run adds a few per cent
assert abs(J_traj_err / err_heat_pred - 1) < 0.15
assert abs(cut_err / err_cut_pred - 1) < 0.15
need_heat = rate_heat * STEP / (0.01 * J_exact)**2 / 1000
need_cut = rate_cut * STEP / (0.01 * J_exact)**2 / 1000

# ---------- neglected anharmonicity: nearest-neighbour Morse bonds ----------
DEPTH_EV = 3.6                             # rough C-C bond depth
depth = DEPTH_EV * sc.e / ENERGY
morse_a = np.sqrt(K1 * NPM / (2 * depth))
K_second = stiffness(n, {b: k for b, k in bonds.items() if b[1] - b[0] == 2}, np.zeros(n))


def morse_force(x):
    wall = np.zeros((1, x.shape[1]))
    e = np.exp(-morse_a * np.diff(np.vstack([wall, x, wall]), axis=0))
    tension = 2 * depth * morse_a * (1 - e) * e
    return np.diff(tension, axis=0) - K_second @ x


tiny = 1e-6
jacobian = (morse_force(tiny * np.eye(n)) - morse_force(-tiny * np.eye(n))) / (2 * tiny)
assert np.allclose(jacobian, -K, atol=1e-5 * K.max())
heat_m = trajectories(morse_force, 12)[0]
J_morse, J_morse_err = mean_error((heat_m[:2].sum(0) - heat_m[2:].sum(0)) / 2)

GAUCHE_EV = 0.025                          # rough gauche-trans energy
boltz = 2 * np.exp(-GAUCHE_EV * sc.e / (sc.k * 300))
gauche = boltz / (1 + boltz)

# ---------- output ----------
print(f"irregular network, Lyapunov vs frequency: {network_diff:.1e} (relative)")
print(f"error ratio on halving the time step: {order_ratio:.3f}")
print(f"ring with one bath, largest Re(lambda): {ring_rates.max():.1e} 1/ps")
print(f"chain: {n} groups of {MASS:.0f} u, springs {K1:.0f} and {K2:.0f} N/m")
print(f"baths: {T_HOT:.0f} K and {T_COLD:.0f} K, friction {GAMMA:.0f} 1/ps, 2 groups each")
print(f"highest angular frequency: {omega_top:.1f} rad/ps")
print(f"hbar*omega/kB of that mode: {HBAR * omega_top / KB:.0f} K")
print(f"slowest amplitude relaxation time: {relax:.3f} ps")
print(f"exact current, Lyapunov: {J_exact * NW:.4f} nW")
print(f"same, frequency integral: {J_landauer * NW:.4f} nW")
print(f"same, springs cut at mid-chain: {J_cut * NW:.4f} nW")
print(f"conductance: {J_exact * NW / (T_HOT - T_COLD) * 1000:.2f} pW/K")
print("kinetic temperature, groups 1-6 (K):", *[f"{t:.2f}" for t in profile[:6]])
print("kinetic temperature, groups 7-12 (K):", *[f"{t:.2f}" for t in profile[6:]])
for label, q in (("1 fs", pred_1fs), ("2 fs", pred)):
    print(f"BAOAB {label}, friction-step heat, hot: {q['heat'][:2].sum() * NW:.4f} nW")
    print(f"BAOAB {label}, end-of-step formula, hot: {q['naive'][:2].sum() * NW:.4f} nW")
    print(f"BAOAB {label}, end-of-step formula, cold: {q['naive'][-2:].sum() * NW:.4f} nW")
print(f"BAOAB 2 fs, mid-chain current: {cut_pred * NW:.4f} nW")
print(f"trajectories: {COPIES} copies, {KEEP * STEP:.0f} ps each after {BURN * STEP:.0f} ps")
print(f"trajectory friction-step heat: {J_traj * NW:.3f} +- {J_traj_err * NW:.3f} nW")
print(f"trajectory end-of-step, hot: {hot_naive * NW:.3f} +- {hot_naive_err * NW:.3f} nW")
print(f"trajectory end-of-step, cold: {cold_naive * NW:.3f} +- {cold_naive_err * NW:.3f} nW")
print(f"trajectory mid-chain current: {cut_traj * NW:.3f} +- {cut_err * NW:.3f} nW")
print(f"predicted error, friction-step heat: {err_heat_pred * NW:.3f} nW")
print(f"predicted error, mid-chain current: {err_cut_pred * NW:.3f} nW")
print(f"run for 1 % error, friction-step heat: {need_heat:.1f} ns")
print(f"run for 1 % error, mid-chain current: {need_cut:.1f} ns")
for gamma in (5.0, 80.0, 320.0):
    other = steady(*chain(n, gamma)[:4])[1][:2].sum()
    print(f"current at friction {gamma:.0f} 1/ps: {other * NW:.3f} nW")
for length in (24, 48):
    other = steady(*chain(length, GAMMA)[:4])[1][:2].sum()
    print(f"current with {length} groups: {other * NW:.4f} nW")
print(f"quantum current, same chain: {J_quantum * NW:.3f} nW")
print(f"quantum/classical ratio: {J_quantum / J_exact:.3f}")
print(f"Morse depth: {DEPTH_EV:.1f} eV, range parameter {morse_a:.2f} 1/nm")
print(f"Morse-bond current, 2 fs: {J_morse * NW:.3f} +- {J_morse_err * NW:.3f} nW")
print(f"Morse shift: {100 * (J_morse / heat_pred - 1):.1f} +- "
      f"{100 * J_morse_err / heat_pred:.1f} %")
print(f"quantum ceiling per missing branch: {ceiling:.2f} nW")
print(f"gauche energy {GAUCHE_EV:.3f} eV: gauche fraction at 300 K {gauche:.2f}")
print(f"chance that all {n - 3} torsions are trans: {100 * (1 - gauche)**(n - 3):.2f} %")
print("done: every assertion held")
```

Output:

```
irregular network, Lyapunov vs frequency: 1.5e-12 (relative)
error ratio on halving the time step: 4.008
ring with one bath, largest Re(lambda): 5.6e-17 1/ps
chain: 12 groups of 14 u, springs 300 and 30 N/m
baths: 350 K and 250 K, friction 20 1/ps, 2 groups each
highest angular frequency: 226.0 rad/ps
hbar*omega/kB of that mode: 1726 K
slowest amplitude relaxation time: 2.393 ps
exact current, Lyapunov: 22.0127 nW
same, frequency integral: 22.0127 nW
same, springs cut at mid-chain: 22.0127 nW
conductance: 220.13 pW/K
kinetic temperature, groups 1-6 (K): 310.52 309.76 301.09 299.54 300.03 299.98
kinetic temperature, groups 7-12 (K): 300.02 299.97 300.46 298.91 290.24 289.48
BAOAB 1 fs, friction-step heat, hot: 22.0460 nW
BAOAB 1 fs, end-of-step formula, hot: 23.2226 nW
BAOAB 1 fs, end-of-step formula, cold: -20.9777 nW
BAOAB 2 fs, friction-step heat, hot: 22.1475 nW
BAOAB 2 fs, end-of-step formula, hot: 26.8500 nW
BAOAB 2 fs, end-of-step formula, cold: -17.8704 nW
BAOAB 2 fs, mid-chain current: 21.6088 nW
trajectories: 600 copies, 24 ps each after 6 ps
trajectory friction-step heat: 21.973 +- 0.094 nW
trajectory end-of-step, hot: 26.786 +- 0.245 nW
trajectory end-of-step, cold: -17.575 +- 0.226 nW
trajectory mid-chain current: 21.825 +- 0.184 nW
predicted error, friction-step heat: 0.093 nW
predicted error, mid-chain current: 0.192 nW
run for 1 % error, friction-step heat: 2.6 ns
run for 1 % error, mid-chain current: 10.9 ns
current at friction 5 1/ps: 6.772 nW
current at friction 80 1/ps: 35.846 nW
current at friction 320 1/ps: 20.390 nW
current with 24 groups: 22.0127 nW
current with 48 groups: 22.0127 nW
quantum current, same chain: 8.785 nW
quantum/classical ratio: 0.399
Morse depth: 3.6 eV, range parameter 16.13 1/nm
Morse-bond current, 2 fs: 21.891 +- 0.095 nW
Morse shift: -1.2 +- 0.4 %
quantum ceiling per missing branch: 28.39 nW
gauche energy 0.025 eV: gauche fraction at 300 K 0.43
chance that all 9 torsions are trans: 0.62 %
done: every assertion held
```
